# The mean of $1/r^2$ in a hydrogenic atom, from a continuous angular momentum

## Result

For one electron bound to a point nucleus of charge $Z$ and infinite mass, without relativity, the bound state with quantum numbers $n$ and $l$ has

$$\langle r^{-2}\rangle_{nl}=\frac{Z^2}{n^3\,(l+\tfrac12)}\tag{1}$$

in Hartree atomic units ($\hbar=m_e=e=4\pi\varepsilon_0=1$, lengths in bohr, energies in hartree). It follows when $l$ in the radial equation is replaced by a real number $\lambda>-\tfrac12$ and the energy is differentiated with respect to $\lambda$ at a fixed number $n_r=n-l-1$ of radial nodes:

$$\left.\frac{\partial E}{\partial\lambda}\right|_{n_r}=(\lambda+\tfrac12)\,\langle r^{-2}\rangle,\qquad E=-\frac{Z^2}{2(n_r+\lambda+1)^2}.\tag{2}$$

## The radial problem and its continuation

Write $\psi=r^{-1}u(r)\,Y_{lm}(\theta,\varphi)$. The Laplacian is $\nabla^2=r^{-1}\partial_r^2\,r-\hat L^2/r^2$, and $\hat L^2Y_{lm}=l(l+1)Y_{lm}$. Inserting $\psi$ into $-\tfrac12\nabla^2\psi-(Z/r)\psi=E\psi$ and multiplying by $r/Y_{lm}$ gives an equation for $u$ alone, in which $l$ appears only as a number. With $\lambda$ in place of $l$ it reads

$$-\tfrac12u''+\left[\frac{\lambda(\lambda+1)}{2r^2}-\frac Zr\right]u=Eu,\qquad 0<r<\infty.\tag{3}$$

The $Y_{lm}$ are normalised and the volume element carries $r^2$, so $\int_0^\infty u^2\,dr=1$ and $\langle r^{-2}\rangle=\int_0^\infty u^2r^{-2}\,dr$, with $u$ real.

Equation (3) is a one-dimensional problem that makes sense for any real $\lambda$. Only (3) is continued. No angular function of non-integer order is used, and at $\lambda=l$ the physical radial equation is recovered.

A condition at the origin is part of the definition. Put $u=r^s$ in (3). The most singular terms, of order $r^{s-2}$, cancel if $s(s-1)=\lambda(\lambda+1)$, so $s=\lambda+1$ or $s=-\lambda$. For $\lambda>-\tfrac12$ the first exponent is the larger. The solution $u_1\simeq r^{\lambda+1}$ is called regular and is constructed below. A second solution is $u_2=u_1\int dr/u_1^2$, since $u_1u_2'-u_2u_1'=1$ differentiates to $u_1u_2''=u_2u_1''$. Near the origin $u_2\simeq r^{\lambda+1}\,r^{-2\lambda-1}/(-2\lambda-1)\propto r^{-\lambda}$. For $\lambda\ge\tfrac12$ the integral of $r^{-2\lambda}$ diverges at the origin and normalisability excludes $u_2$. For $-\tfrac12<\lambda<\tfrac12$ it converges and the choice must be made separately. At the physical value $l=0$, $u_2\to$ const means $\psi\propto1/r$, and $\nabla^2(1/r)=-4\pi\delta^3(\mathbf r)$ leaves a term that nothing in the Schrödinger equation cancels, so $u_2$ is excluded. The problem is therefore defined for all $\lambda>-\tfrac12$ by $u\propto r^{\lambda+1}$ at the origin, which agrees with the physical condition at every integer $l$.

## Spectrum for real $\lambda$

Bound states have $E=-\kappa^2/2$ with $\kappa>0$. Write $u=gF$ with $g=r^{\lambda+1}e^{-\kappa r}$ and $q=g'/g=(\lambda+1)/r-\kappa$. Then $g''/g=q'+q^2$, so $u''/g=F''+2qF'+(q'+q^2)F$, where

$$q'+q^2=-\frac{\lambda+1}{r^2}+\frac{(\lambda+1)^2}{r^2}-\frac{2\kappa(\lambda+1)}r+\kappa^2=\frac{\lambda(\lambda+1)}{r^2}-\frac{2\kappa(\lambda+1)}r+\kappa^2 .$$

Equation (3) times $-2/g$ is $u''/g-\lambda(\lambda+1)F/r^2+2ZF/r-\kappa^2F=0$. The $r^{-2}$ and $\kappa^2$ terms cancel, and multiplying by $r$ leaves

$$rF''+(2\lambda+2-2\kappa r)F'+\big[2Z-2\kappa(\lambda+1)\big]F=0 .$$

Set $\rho=2\kappa r$ and $\nu=Z/\kappa$, so that $E=-Z^2/(2\nu^2)$. Each derivative brings a factor $2\kappa$, and division by $2\kappa$ gives

$$\rho F_{\rho\rho}+(2\lambda+2-\rho)F_\rho+(\nu-\lambda-1)F=0.\tag{4}$$

Insert $F=\sum_ja_j\rho^j$ with $a_0=1$. The coefficient of $\rho^j$ is $(j+1)j\,a_{j+1}+(2\lambda+2)(j+1)a_{j+1}-ja_j+(\nu-\lambda-1)a_j$, and it must vanish:

$$a_{j+1}=\frac{j+\lambda+1-\nu}{(j+1)(j+2\lambda+2)}\,a_j .\tag{5}$$

The denominator is positive for $\lambda>-\tfrac12$, and the ratio tends to zero, so the series converges for all $\rho$. It defines the regular solution for every pair $(\lambda,\nu)$, uniquely up to a factor. Each level of (3) is therefore non-degenerate.

Suppose the numerator in (5) never vanishes. The fraction $(j+\lambda+1-\nu)/(j+2\lambda+2)$ tends to 1, so it exceeds $\tfrac34$ for all $j\ge J$, with some finite $J$. From there on the terms share one sign and $|a_j|\ge C(\tfrac34)^j/j!$ with $C=|a_J|\,J!\,(\tfrac43)^J>0$. Hence $|F|$ exceeds $Ce^{3\rho/4}$ minus a polynomial, and $u=r^{\lambda+1}e^{-\rho/2}F$ grows at least like $e^{\rho/4}$. It cannot be normalised. A bound state needs the numerator to vanish at some integer $j=n_r\ge0$:

$$\nu=n_r+\lambda+1,\qquad E_{n_r}(\lambda)=-\frac{Z^2}{2(n_r+\lambda+1)^2}.\tag{6}$$

Then $F$ is a polynomial of degree exactly $n_r$, proportional to the Laguerre polynomial $L_{n_r}^{(2\lambda+1)}(\rho)$. The quantity forced to be an integer is $n_r$. The combination $\nu$ is an integer, the principal quantum number $n$, only when $\lambda$ is an integer.

## $n_r$ counts the nodes

Let $\alpha=2\lambda+1>0$ and let $F_m$ be the polynomial solution of (4) with $n_r=m$, as a function of $\rho$. Multiplying (4) by $\rho^\alpha e^{-\rho}$ gives $(\rho^{\alpha+1}e^{-\rho}F_m')'+m\rho^\alpha e^{-\rho}F_m=0$, as the product rule confirms. Multiply this by $F_k$, subtract the same equation with $m$ and $k$ exchanged, and integrate over $(0,\infty)$. The derivative terms combine to the total derivative of $\rho^{\alpha+1}e^{-\rho}(F_kF_m'-F_mF_k')$, which vanishes at both ends, so $(m-k)\int\rho^\alpha e^{-\rho}F_mF_k\,d\rho=0$. Any polynomial $P$ of degree below $m$ is a combination of $F_0,\dots,F_{m-1}$, so $\int\rho^\alpha e^{-\rho}F_mP\,d\rho=0$.

If $F_m$ changed sign at only $s<m$ positive points $\rho_1,\dots,\rho_s$, the choice $P=\prod_i(\rho-\rho_i)$ would make $F_mP$ of one sign and the integral nonzero. So there are at least $m$ sign changes, and a polynomial of degree $m$ has at most $m$ zeros. The state (6) has exactly $n_r$ nodes in $0<r<\infty$ for every $\lambda>-\tfrac12$. By (6) the energies increase strictly with $n_r$ at each $\lambda$, so two branches never cross.

## An exact identity between two states

Let $u_a$ and $u_b$ be normalised eigenfunctions of (3) with parameters $\lambda_a,\lambda_b>-\tfrac12$ and energies $E_a,E_b$, both taken positive near the origin. Multiply the equation for $u_b$ by $u_a$, the equation for $u_a$ by $u_b$, and subtract. The Coulomb terms cancel:

$$-\tfrac12(u_au_b''-u_bu_a'')+\frac{\lambda_b(\lambda_b+1)-\lambda_a(\lambda_a+1)}{2r^2}\,u_au_b=(E_b-E_a)\,u_au_b .$$

The first bracket is $W_{ab}'$ with $W_{ab}=u_au_b'-u_bu_a'$. At large $r$ both functions are powers times decaying exponentials, so $W_{ab}\to0$. At small $r=\epsilon$, with $u_a\simeq Ar^{\lambda_a+1}$ and $u_b\simeq Br^{\lambda_b+1}$,

$$W_{ab}(\epsilon)\simeq AB\,[(\lambda_b+1)-(\lambda_a+1)]\,\epsilon^{\lambda_a+\lambda_b+1}\to0,$$

because $\lambda_a+\lambda_b+1>0$. The numerator factorises: $\lambda_b^2-\lambda_a^2+\lambda_b-\lambda_a=(\lambda_b-\lambda_a)(\lambda_a+\lambda_b+1)$. Integration over $(0,\infty)$ gives

$$(E_b-E_a)\,S=\tfrac12(\lambda_b-\lambda_a)(\lambda_a+\lambda_b+1)\,M,\tag{7}$$

with $S=\int u_au_b\,dr$ and $M=\int u_au_b\,r^{-2}dr$. The integrand of $M$ behaves as $r^{\lambda_a+\lambda_b}$ at the origin and is integrable under the same condition.

## The limit and the Hellmann–Feynman theorem

Hold $\lambda_a=\lambda$ and let $\lambda_b\to\lambda$ with the node number of state $b$ fixed. The limits of $S$ and $M$ may be taken under the integral. On a closed interval $[\lambda_-,\lambda_+]$ around $\lambda$ with $\lambda_->-\tfrac12$, the coefficients (5), $\kappa=Z/\nu$ and the normalisation constant are continuous and bounded, and $\kappa\ge\kappa_->0$. So $|u|\le C\,(r^{\lambda_-+1}+r^{\lambda_++1+n_r})\,e^{-\kappa_-r}$ for all $\lambda_b$ in the interval. The product of two such bounds is integrable with and without the factor $r^{-2}$, since $2\lambda_->-1$, and dominated convergence applies.

If $a$ and $b$ have the same $n_r$, then $u_b\to u_a$ at every $r$, so $S\to1$ and $M\to\langle r^{-2}\rangle$. Dividing (7) by $\lambda_b-\lambda_a$, the left side tends to the derivative of $E_{n_r}(\lambda)$ and the right side to $\tfrac12(2\lambda+1)\langle r^{-2}\rangle$. This is the first relation in (2), the Hellmann–Feynman theorem $\partial E/\partial\lambda=\langle\partial H/\partial\lambda\rangle$ for the operator in (3), whose derivative is $(2\lambda+1)/(2r^2)$.

If the node numbers differ, $E_b-E_a$ tends to a nonzero constant while the right side of (7) tends to zero, so $S\to0$. The state $b$ approaches a different eigenfunction, orthogonal to $u_a$, and $M$ approaches an off-diagonal element. A diagonal mean value appears only along a branch of fixed $n_r$.

Differentiate (6), using $\partial\nu/\partial\lambda=1$ at fixed $n_r$:

$$\left.\frac{\partial E}{\partial\lambda}\right|_{n_r}=-\frac{Z^2}2\cdot\frac{-2}{\nu^3}=\frac{Z^2}{\nu^3}.$$

Equating this with $(\lambda+\tfrac12)\langle r^{-2}\rangle$ gives

$$\langle r^{-2}\rangle=\frac{Z^2}{\nu^3(\lambda+\tfrac12)},\tag{8}$$

valid for all real $\lambda>-\tfrac12$. At $\lambda=l$, $\nu=n$, and (8) is (1). The point $l=0$ lies inside the allowed interval, so s states need no separate treatment. The sign is as expected: a larger $\lambda$ adds repulsion and raises the level. The ground state checks directly. With $u=2Z^{3/2}re^{-Zr}$, $\langle r^{-2}\rangle=4Z^3\int_0^\infty e^{-2Zr}dr=2Z^2$, and (1) gives $Z^2/\tfrac12=2Z^2$.

## What happens at fixed $n$

Written as $E=-Z^2/(2n^2)$ the energy does not contain $l$. Differentiation at fixed $n$ would give zero and hence $\langle r^{-2}\rangle=0$, which is impossible for the integral of a positive function. The surface term shows where the argument breaks.

Let $u(r;\lambda)=r^{\lambda+1}e^{-\kappa r}F$ be the regular solution with $a_0=1$ along any smooth path $E(\lambda)$ that passes through an eigenvalue at the $\lambda$ of interest, and let $w=\partial u/\partial\lambda$. Denote the potential in (3) by $V$. Differentiating (3) along the path gives

$$-\tfrac12w''+Vw+\frac{\lambda+\frac12}{r^2}u=Ew+\frac{dE}{d\lambda}u .$$

Multiply by $u$ and subtract $w$ times (3). The terms $Vuw$ and $Euw$ cancel, and $uw''-wu''=W'$ with $W=uw'-wu'$. Integration from $\epsilon$ to $R$ gives

$$(\lambda+\tfrac12)\int_\epsilon^R\frac{u^2}{r^2}dr-\frac{dE}{d\lambda}\int_\epsilon^Ru^2dr=\tfrac12\big[W(R)-W(\epsilon)\big].\tag{9}$$

A factor $N(\lambda)$ in $u$ adds $N'u$ to $w$, which drops out of $W$, so (9) may be divided by $\int_0^\infty u^2dr$ and read as a statement about the normalised state.

At the origin $\partial_\lambda r^{\lambda+1}=r^{\lambda+1}\ln r$, so $w/u=\ln r+O(r)$ and $W=u^2(w/u)'\simeq r^{2\lambda+2}/r$. Thus $W(\epsilon)\simeq\epsilon^{2\lambda+1}\to0$ on any path, exactly when $\lambda>-\tfrac12$.

On the path of fixed $n_r$, $u$ is $r^{\lambda+1}e^{-\kappa r}$ times a polynomial of fixed degree, so $w$ consists of powers and logarithms times $e^{-\kappa r}$. Then $W(R)\to0$ and (9) reproduces (2).

On the path $\nu=n$, $dE/d\lambda=0$. For $\lambda$ slightly off the integer $l$, $n-\lambda-1$ is not an integer, the series (5) does not stop, the regular solution grows, and $-Z^2/(2n^2)$ is not an eigenvalue. The path touches the spectrum only at integer $\lambda$. Equation (9) still holds and now says

$$\tfrac12W(R)=(l+\tfrac12)\int_0^R\frac{u^2}{r^2}dr\;\longrightarrow\;(l+\tfrac12)\langle r^{-2}\rangle=\frac{Z^2}{n^3}\tag{10}$$

for normalised $u$. The surface term carries the whole value. This requires $w$ to grow: $(w/u)'=W/u^2$ with $W$ tending to a positive constant and $u^2$ falling as $e^{-2\kappa r}$, so $w$ rises as $e^{+\kappa r}$ up to powers. The step in the theorem that discards the surface term fails for such a $w$.

True eigenstates of equal $n$ exist at different integers $l\ne l'$. For them $E_a=E_b$ in (7) while $(l'-l)(l+l'+1)\neq0$, so

$$\int_0^\infty u_{nl}\,u_{nl'}\,r^{-2}dr=0 .\tag{11}$$

The independence of $E$ from $l$ at fixed $n$ thus does imply a zero, that of a radial integral between two different functions.

## Meaning, limits and range of validity

The same subtraction with two charges $Z_a,Z_b$ and one $\lambda$ replaces the centrifugal difference by $-(Z_b-Z_a)/r$. The Wronskian at the origin vanishes, because both functions start as $r^{\lambda+1}$ and the leading terms cancel. The limit gives $\partial E/\partial Z=-\langle r^{-1}\rangle$, and (6) gives $\partial E/\partial Z=-Z/\nu^2$, so $\langle r^{-1}\rangle=Z/n^2$. The variance of $1/r$ is positive, which demands $\langle r^{-2}\rangle>\langle r^{-1}\rangle^2$. From (1),

$$\frac{\langle r^{-2}\rangle}{\langle r^{-1}\rangle^2}=\frac{Z^2}{n^3(l+\frac12)}\cdot\frac{n^4}{Z^2}=\frac n{l+\frac12}>1,$$

since $l\le n-1$. For $l=n-1$ the ratio is $n/(n-\tfrac12)$, which tends to 1 at large $n$: the relative spread of $1/r$ vanishes, as for a circular orbit. For $l=0$ it is $2n$.

The kinetic energy is $\langle T\rangle=E+Z\langle r^{-1}\rangle=Z^2/(2n^2)$. Its centrifugal part is $\tfrac12l(l+1)\langle r^{-2}\rangle$, which is the fraction $l(l+1)/[n(l+\tfrac12)]$ of $\langle T\rangle$.

Classical mechanics gives the same form. With angular momentum $L=r^2\dot\varphi$, the time average of $r^{-2}$ over a period $\tau$ is $\tau^{-1}\int\dot\varphi\,dt/L=2\pi/(L\tau)$. For a Kepler ellipse of semi-major axis $a$, $E=-Z/(2a)$ and $\tau=2\pi a^{3/2}Z^{-1/2}$. The energy $-Z^2/(2n^2)$ means $a=n^2/Z$ and $\tau=2\pi n^3/Z^2$, so the average is $Z^2/(n^3L)$. Equation (1) is this expression with $L=l+\tfrac12$.

As $\lambda\to-\tfrac12$ from above, (8) diverges as $1/(\lambda+\tfrac12)$ while the slope $Z^2/\nu^3$ stays finite. The cause is the integrand $u^2/r^2\propto r^{2\lambda}$, whose integral from the origin carries the factor $1/(2\lambda+1)$. Below $-\tfrac12$ the function $r^{\lambda+1}$ has infinite $\langle r^{-2}\rangle$ and $W(\epsilon)$ no longer vanishes.

For a nucleus of finite mass the kinetic and centrifugal terms of (3) are divided by the reduced mass $\mu$, in electron masses. Multiplying by $\mu$ restores (3) with charge $\mu Z$ and energy $\mu E$, so $\langle r^{-2}\rangle=(\mu Z)^2/[n^3(l+\tfrac12)]$. The closed form depends on the pure Coulomb spectrum (6) and does not survive screening or a finite nuclear size. Relativity is omitted. The mean of $v^2$ is $2\langle T\rangle=Z^2/n^2$, which is $Z^2$ in the ground state, and the speed of light is $c\approx1.4\times10^2$ in these units, so for the ground state relative corrections on the scale of $(Z/c)^2$ are to be expected; this is an order estimate and not a derived correction.

## Worked example

Take the model parameters $Z=3$, $n=4$, $l=1$, so $n_r=4-1-1=2$. Equation (1) gives

$$\langle r^{-2}\rangle=\frac{9}{64\times1.5}=\frac3{32}=0.09375\ \text{bohr}^{-2}.$$

With the Bohr radius $0.0529177$ nm this is $0.09375/0.0529177^2=33.5\ \text{nm}^{-2}$.

An independent value comes from solving (3) numerically. Put $x=\ln r$ and $u=r^{1/2}\phi(x)$. Then $u'=r^{-1/2}(\phi_x+\tfrac12\phi)$ and $u''=r^{-3/2}(\phi_{xx}-\tfrac14\phi)$. Multiplying (3) by $r^{3/2}$ and using $\lambda(\lambda+1)+\tfrac14=(\lambda+\tfrac12)^2$,

$$-\tfrac12\phi_{xx}+\tfrac12(\lambda+\tfrac12)^2\phi-Zr\,\phi=E\,r^2\phi .$$

As $x\to-\infty$ the solutions are $e^{\pm(\lambda+1/2)x}$, so $\phi=0$ far to the left selects the regular one. This equation was diagonalised on a sinc grid of 508 points from $x=-45.0$ to $5.7$ with step $0.1$, without use of (6). The third level has 2 nodes and the energies $-0.282661541$, $-0.281250000$ and $-0.279849006$ hartree at $\lambda=0.99$, $1$ and $1.01$. The central slope is

$$\frac{-0.279849006+0.282661541}{0.02}=0.1406268\ \text{hartree},$$

and $0.1406268/1.5=0.0937512\ \text{bohr}^{-2}$. The slope lies slightly above $Z^2/n^3=0.1406250$ hartree because of the finite step $h=0.01$. From (6), the central difference is exactly $\frac{Z^2}{4h}[(n-h)^{-2}-(n+h)^{-2}]=Z^2n/(n^2-h^2)^2\simeq(Z^2/n^3)(1+2h^2/n^2)$. The excess relative to $Z^2/n^3$ is $2\times10^{-4}/16=1.25\times10^{-5}$, and $0.1406250\times(1+1.25\times10^{-5})=0.1406268$. The grid eigenvector at $\lambda=1$ gives $0.0937500\ \text{bohr}^{-2}$ directly, and exact integration of the closed-form radial function gives $3/32$.

Since $l(l+1)/2=1$, the centrifugal energy is $0.09375$ hartree. With $\langle r^{-1}\rangle=0.1875\ \text{bohr}^{-1}$ the kinetic energy is $-0.28125+3\times0.1875=0.28125$ hartree, of which the centrifugal part is one third, as $2/(4\times1.5)$ requires. The ratio $\langle r^{-2}\rangle/\langle r^{-1}\rangle^2$ is $2.667=4/1.5$.

The approach to the limit in (7) is seen by taking $a$ as this state and $b$ at $\lambda_b=1+\delta$.

| $\delta$ | $S$, $n_r=2$ | $M$ (bohr$^{-2}$), $n_r=2$ | $S$, $n_r=1$ |
|---|---|---|---|
| 0.1 | 0.98912271 | 0.0864825 | $-0.088186$ |
| 0.01 | 0.99988981 | 0.0930791 | $-0.008402$ |
| 0.001 | 0.99999890 | 0.0936835 | $-0.000836$ |

On the same branch $1-S$ falls about a hundredfold per decade of $\delta$. For normalised functions $\int(u_b-u_a)^2dr=2-2S$, and $u_b-u_a$ is of first order in $\delta$, so $1-S$ is of second order. On the other branch (7) gives $S=\tfrac12\delta(3+\delta)M/(E_b-E_a)$, which is of first order in $\delta$ when the off-diagonal $M$ has a nonzero limit, and the last column falls about tenfold per decade. The row $\delta=0.01$ satisfies (7): the left side is $(0.281250000-0.279849006)\times0.99988981=0.00140084$, and the right side is $\tfrac12\times0.01\times3.01\times0.0930791=0.00140084$, both in hartree.

The surface terms for the normalised state behave as (9) and (10) say. At fixed $n_r$, $W(R)/2$ is $0.0967821$ hartree at $R=2$ bohr, where much of the wave function lies outside $R$, and $8.7\times10^{-17}$ hartree at $R=40$ bohr. At fixed $n$ it is $0.1406250$ hartree at $R=40$ bohr, equal to $Z^2/n^3$. At $\lambda=1.1$ and $\nu=4$ the regular solution is $1.35\times10^5$ times larger in magnitude at 40 bohr than at 20 bohr. The nearest level lies $0.013552$ hartree from $-Z^2/(2n^2)$; it is the level $n_r=2$, $\nu=4.1$, since $0.28125-4.5/4.1^2=0.013552$. For the unnormalised regular solution with $a_0=1$ on the path $n_r=2$, the ratio $W(\epsilon)/\epsilon^{2\lambda+1}$ at $\epsilon=10^{-8}$ bohr is $1.0000000$ for $\lambda=-0.3$, $0$ and $1$. The integral (11) between $l=1$ and $l=2$ at $n=4$ comes out as $-1.5\times10^{-18}\ \text{bohr}^{-2}$, far inside the tested tolerance of $10^{-12}$.

For the whole $n=4$ shell the grid and the exact integrals give the following, in agreement with $9/[64(l+\tfrac12)]$.

| $l$ | grid (bohr$^{-2}$) | exact (bohr$^{-2}$) |
|---|---|---|
| 0 | 0.2812500 | 9/32 |
| 1 | 0.0937500 | 3/32 |
| 2 | 0.0562500 | 9/160 |
| 3 | 0.0401786 | 9/224 |

The numerical check also tests the general formulas on the four lowest levels. For $Z=1$ and $3$ and eight values of $\lambda$ from $-0.2$ to $3$, the node counts are $0,1,2,3$, and the largest errors are $9.9\times10^{-12}$ in the grid energy relative to (6) and $3.5\times10^{-10}$ in the grid $\langle r^{-2}\rangle$ relative to (8). For five pairs $(Z,\lambda)$ the grid slope, from a four-point difference, matches the grid value of $(\lambda+\tfrac12)\langle r^{-2}\rangle$ to $4.6\times10^{-11}$ relative to the latter, a test of the first relation in (2) that uses no closed formula.

## Computed results

```
grid: x=ln(r/bohr) from -45.0 to 5.7, step 0.1, 508 points
largest relative error, grid E vs formula: 9.9e-12
largest relative error, grid <r^-2> vs formula: 3.5e-10
largest relative error, grid slope vs (lam+1/2)<r^-2>: 4.6e-11
example: Z = 3, n = 4, l = 1, nr = 2, nodes on grid = 2
E(lam=0.99) grid = -0.282661541 hartree
E(lam=1.00) grid = -0.281250000 hartree
E(lam=1.01) grid = -0.279849006 hartree
central slope dE/dlam = 0.1406268 hartree
Z^2/n^3 = 0.1406250 hartree
<r^-2> slope/(l+1/2) = 0.0937512 bohr^-2
<r^-2> grid eigenvector = 0.0937500 bohr^-2
<r^-2> exact integral = 3/32 bohr^-2
<r^-2> formula = 0.0937500 bohr^-2 = 33.4787 nm^-2
Bohr radius = 0.0529177 nm
centrifugal energy l(l+1)<r^-2>/2 = 0.0937500 hartree
<1/r> = 0.1875000 bohr^-1, <1/r>^2 = 0.0351562 bohr^-2
<r^-2>/<1/r>^2 = 2.666667 (dimensionless)
dlam=0.1: same nr overlap 0.98912271, <a|r^-2|b> 0.0864825 bohr^-2
dlam=0.1: overlap with nr=1 state -0.088186
dlam=0.01: same nr overlap 0.99988981, <a|r^-2|b> 0.0930791 bohr^-2
dlam=0.01: overlap with nr=1 state -0.008402
dlam=0.001: same nr overlap 0.99999890, <a|r^-2|b> 0.0936835 bohr^-2
dlam=0.001: overlap with nr=1 state -0.000836
<n=4,l=1|r^-2|n=4,l=2> = -1.5e-18 bohr^-2
W(eps)/eps^(2lam+1), eps=1e-8 bohr, lam=-0.3,0,1: 1.0000000, 1.0000000, 1.0000000
W(R)/2 at R=2 bohr, fixed nr = 0.0967821 hartree
W(R)/2 at R=40 bohr, fixed nr = 8.7e-17 hartree
W(R)/2 at R=40 bohr, fixed n = 0.1406250 hartree
lam=1.1, nu=4: |u(40 bohr)/u(20 bohr)| = 1.35e+05
lam=1.1: nearest level lies 0.013552 hartree from -Z^2/(2n^2)
n=4, l=0: <r^-2> grid 0.2812500, exact 9/32 bohr^-2
n=4, l=1: <r^-2> grid 0.0937500, exact 3/32 bohr^-2
n=4, l=2: <r^-2> grid 0.0562500, exact 9/160 bohr^-2
n=4, l=3: <r^-2> grid 0.0401786, exact 9/224 bohr^-2
```
